Why [110] p-silicon resistors make a fully active pressure-sensor bridge

Q: I have a square silicon membrane with a (001) surface and edges along [110] and [1-10]. Near the middle of each edge sits a narrow p-type resistor. All four carry current along [110] and are equal at rest. Under pressure two go up and two go down. How can parallel resistors do that?

A: They point the same way in the crystal, but not relative to their edges. At two opposite edges the current runs normal to the edge; call those resistors A. At the other two it runs parallel to the edge; call those B. At an edge midpoint the surface stress is s_n normal to the edge and s_p parallel to it, with tension positive. So A has s_n along its current and s_p across it, while B has s_p along and s_n across. If all four sat under one common stress, they would change equally and a bridge would see nothing.

Q: Then I need the response to stress along and across the current.

A: Start in the cubic axes x, y, z. Let D_ij be the change of the resistivity tensor divided by the unstressed resistivity. To first order in stress, and neglecting s_zz at the surface because the pressure itself is far smaller than the in-plane stresses, cubic symmetry gives

D_xx = π11 s_xx + π12 s_yy
D_yy = π11 s_yy + π12 s_xx
D_xy = π44 s_xy.

Put a stress s1 along u = (1, 1, 0)/√2, which is [110], and s2 along v = (1, −1, 0)/√2. Since s_ij = s1 u_i u_j + s2 v_i v_j,

s_xx = s_yy = (s1 + s2)/2
s_xy = (s1 − s2)/2.

The minus sign comes from v_x v_y = −1/2. Therefore

D_xx = D_yy = (π11 + π12)(s1 + s2)/2
D_xy = π44 (s1 − s2)/2.

A long, narrow resistor forces the current along u, and its voltage comes from the field component along u. Leaving changes of shape for later, its relative resistance change is

ΔR/R = Σ u_i D_ij u_j
= (D_xx + D_yy)/2 + D_xy
= (π11 + π12)(s1 + s2)/2 + π44 (s1 − s2)/2.

The factor 1/2 in front of D_xy is cancelled because xy and yx both contribute. Collecting s1 and s2 gives

ΔR/R = π_l s1 + π_t s2
π_l = (π11 + π12 + π44)/2
π_t = (π11 + π12 − π44)/2.

For p-silicon I take the rough typical values π11, π12, π44 = 7, −1, 138 in units of 10⁻¹¹/Pa. Then π_l = 72 and π_t = −66 in the same units. Tension along the current raises the resistance, and tension across it lowers it by nearly as much.

Q: What does that give for the two kinds of arm?

A: The membrane and the crystal both look the same after a quarter-turn about z, so all four edge midpoints have the same s_n and s_p. Write R_A = R(1 + a) and R_B = R(1 + b). Then

a = π_l s_n + π_t s_p
b = π_l s_p + π_t s_n.

Subtract and add:

a − b = (π_l − π_t)(s_n − s_p) = π44 (s_n − s_p)
a + b = (π_l + π_t)(s_n + s_p) = (π11 + π12)(s_n + s_p).

The contrast between the arms contains π44 alone. Their common change contains π11 + π12, which is small in p-silicon because 7 and −1 are both small beside 138.

Q: How should I wire them, and what voltage comes out?

A: Place equal arms diagonally opposite. The left branch has A on the supply side and B on the ground side; the right branch has B above and A below. With a voltmeter that draws no current, each branch is a voltage divider. For a supply V_s, and V defined as right node minus left node,

V/V_s = R_A/(R_A + R_B) − R_B/(R_A + R_B)
= (R_A − R_B)/(R_A + R_B)
= (a − b)/(2 + a + b).

Inserting the difference and the sum gives

V/V_s = π44 (s_n − s_p) / [2 + (π11 + π12)(s_n + s_p)].

Within linear piezoresistance and the assumed symmetry, no further approximation has been made. When the second term in the denominator is small compared with 2,

V/V_s ≈ π44 (s_n − s_p)/2.

Exchanging the output leads reverses the sign.

Q: So "nearly proportional" is a statement about the denominator. Is "fully active" the same statement?

A: No, there are two conditions. Near-proportionality requires

|(π11 + π12)(s_n + s_p)| ≪ 2,

which any small resistance change satisfies. Fully active means that all four arms contribute, with changes of nearly equal size and opposite sign. That requires |a + b| ≪ |a − b|, or

|(π11 + π12)(s_n + s_p)| ≪ |π44 (s_n − s_p)|.

This is the stronger demand. It needs a suitable material and also a place where the two stresses differ. At the membrane centre the fourfold symmetry makes the two in-plane stresses equal, so the stress difference vanishes and resistors there would give no bridge signal, however large π44 is.

Q: Why is the difference large at the edge midpoint?

A: Treat the edge as rigidly clamped and the deflection as small compared with the thickness h. The deflection w is zero all along the edge, so its second derivative along the edge is zero too. In a bent plate the surface strain is proportional to the curvature in the same direction, so the strain parallel to the edge vanishes. With Young's modulus E along [110] and Poisson ratio ν between [110] and [1-10],

0 = (s_p − ν s_n)/E, hence s_p = ν s_n.

The sign of s_n follows from the side of the load. Let the pressure act on the resistor side and count w as positive away from that side. The plate leaves the clamp with zero slope and curves away from the load, so w'' > 0 there. The loaded face lies h/2 from the mid-plane on the outer side of this bend, and its strain is +(h/2)w''. The resistors near the edge are under tension.

Q: I would have guessed ν near 0.3, as for many solids. Does silicon do that here?

A: Not for this pair of directions. Take rough elastic constants C11, C12, C44 = 166, 64, 80 GPa and a tension s along [110]. The stress components are then s_xx = s_yy = s_xy = s/2. Let e be the strain along x and along y, and e_z the strain along z. The free surface gives

0 = 2 C12 e + C11 e_z, so e_z = −2 C12 e/C11.

The in-plane equation becomes

s/2 = (C11 + C12)e + C12 e_z
= e (C11² + C11 C12 − 2 C12²)/C11
= e (C11 − C12)(C11 + 2 C12)/C11.

With the numbers, s/2 = e × 102 × 294/166 GPa, so e = s/(361 GPa). The shear strain is e_xy = s_xy/(2 C44) = s/(320 GPa). Projecting on the two directions,

strain along [110] = e + e_xy = s/(170 GPa)
strain along [1-10] = e − e_xy = −0.061 s/(170 GPa).

Thus E is about 170 GPa and ν about 0.061. The stress parallel to the edge is a small fraction of the normal one, which helps the bridge.

Q: Put in a real sensor size. My membrane is 1000 µm on a side and 25 µm thick, at 100 kPa, with a 5 V supply.

A: The stress at the edge needs a solution of the anisotropic plate equation. Minimising the elastic energy minus the work done by the pressure, with smooth trial functions, gives s_n = 51.06 MPa. A separate finite-difference solution gives 51.04 MPa. The other stress is s_p = ν s_n = 3.10 MPa. The arm changes are

a = 72×10⁻¹¹ × 51.06×10⁶ − 66×10⁻¹¹ × 3.10×10⁶
= 0.0368 − 0.0020 = +3.47 %

b = 72×10⁻¹¹ × 3.10×10⁶ − 66×10⁻¹¹ × 51.06×10⁶
= 0.0022 − 0.0337 = −3.15 %.

The stress difference is 47.97 MPa and the sum is 54.16 MPa. Hence

V/V_s = 138×10⁻¹¹ × 47.97×10⁶ / (2 + 6×10⁻¹¹ × 54.16×10⁶)
= 0.0662/2.0032 = 0.0330.

At 5 V this is 165 mV. The common change is (a + b)/2 = 0.16 %, against a half-difference (a − b)/2 = 3.31 %. All four arms are indeed working, in two nearly balanced pairs.

Q: How far is that from strict proportionality?

A: Divide the full result by the linear law and expand for a small common change:

1/[1 + (a + b)/2] ≈ 1 − (a + b)/2.

The output is therefore 0.16 % below the linear law, relative to that law. The stress sum grows with pressure, so this departure does too. Since π11 + π12 is a small sum of rough values, treat 0.16 % as a size, not as a specification.

Compare a bridge in which one A resistor is active and three arms stay at R:

V/V_s = (1 + a)/(2 + a) − 1/2 = a/[2(2 + a)] ≈ (a/4)(1 − a/2).

It gives 43 mV at the same stress and supply, and departs from its own linear law a/4 by −1.7 %. The full bridge gains nearly a factor of four in signal. With these rough coefficients, the departure caused by the bridge itself is also about ten times smaller, because the rise of A and the fall of B almost cancel in the denominator.

Q: Would n-type resistors in the same places work as well?

A: The voltage formula still holds, but the bridge is no longer fully active. Take rough n-type values π11, π12, π44 = −100, 53, −14 in the same units. Then

π_l = (−100 + 53 − 14)/2 = −30.5
π_t = (−100 + 53 + 14)/2 = −16.5.

Both have the same sign. With the stresses held fixed, A changes by −1.61 % and B by −0.94 %. Most of the change is common and cancels, leaving −17 mV. The wiring is the same as before; the coefficients make the difference.

Q: And if I keep p-type silicon but turn everything to [100]?

A: Let the current make an angle φ with [100], and let s1 and s2 again lie along and across it. Resolving them on the cubic axes, with M = (s1 + s2)/2 and S = (s1 − s2)/2, gives

s_xx = M + S cos 2φ
s_yy = M − S cos 2φ
s_xy = S sin 2φ.

The resistivity changes are then

D_xx = (π11 + π12)M + (π11 − π12)S cos 2φ
D_yy = (π11 + π12)M − (π11 − π12)S cos 2φ
D_xy = π44 S sin 2φ.

Project on the current direction (cos φ, sin φ):

ΔR/R = cos²φ D_xx + sin²φ D_yy + 2 sin φ cos φ D_xy
= (π11 + π12)M + S[(π11 − π12)cos² 2φ + π44 sin² 2φ].

The common part does not depend on φ. The bracket, which multiplies half the stress difference, is π44 at φ = 45° and π11 − π12 at φ = 0. For p-silicon these are 138 and 8. With the same two stresses, a [100] layout gives 9.6 mV instead of 165 mV. A real membrane turned to [100] would give even less: ν is about 0.28 for that pair of directions, which makes s_n − s_p smaller, and the factor 8/138 remains.

The bracket is also stationary at 45°, so small errors cost little. Turning membrane and resistors together by 2°, at fixed stresses, lowers the output by 0.46 %.

Q: Does cubic symmetry explain why π44 is so large for holes?

A: No. Symmetry allows three independent coefficients and shows how they combine. Their sizes come from the valence bands and the scattering of holes, and here they are inputs. The argument explains why a material with this set of coefficients suits this layout.

Q: My resistors have length and depth, and they stretch. How much of the 165 mV survives?

A: Among the geometric effects, placement matters most. For resistors 40 µm long with centres 25 µm from the edge, averaging the calculated stress along each one lowers the output by 18.5 %. The bending stress also falls linearly to zero at the mid-plane. For a uniformly conducting layer of depth d = 1 µm, the average of 1 − 2z/h from the surface to d is 1 − d/h = 0.96, a loss of 4 %.

The change of shape adds a little. A resistor's relative change gains its strain along the current minus its two transverse strains. Let e1 and e2 be the strains along [110] and [1-10] at an A site. At a B site they are exchanged, while the strain e_z along z is the same. The extra contrast is

(e1 − e2 − e_z) − (e2 − e1 − e_z) = 2(e1 − e2).

From the projection used earlier, e1 − e2 = 2 e_xy = s_xy/C44 = (s_n − s_p)/(2 C44). The extra contrast is therefore (s_n − s_p)/C44, so 1/C44 simply adds to π44. It is 1.25×10⁻¹¹/Pa, which raises the output by 0.9 %. If your π values were obtained directly from resistance changes, this part is already in them.

Q: What about doping and temperature?

A: A factor common to all four resistances cancels in (R_A − R_B)/(R_A + R_B). A change of π44 does not cancel.

For an estimate, let stress shift two equal rigid parabolic bands in opposite directions, so that holes move from one to the other while the Fermi level stays put to first order. A single band shifted at fixed hole density would carry the Fermi level with it and show no change. Real hole bands also mix and change shape under stress, so this model is a guide to the trend, not the full mechanism. With acoustic-phonon scattering, the squared velocity times the density of states times the scattering time varies as E × E^(1/2) × E^(−1/2) = E. Let f be the Fermi function, k Boltzmann's constant and η the Fermi level measured into the band in units of kT. Integrating by parts, the conductivity is proportional to

∫ E(−df/dE) dE = ∫ f dE = kT ln(1 + e^η).

Its relative response to a small shift of the band against the Fermi level is the shift divided by kT, times

g = [1/(1 + e^(−η))] / ln(1 + e^η).

For few carriers, η ≪ −1, g tends to 1 and the response varies as 1/T. At 3×10¹⁸ cm⁻³, with all acceptors ionised and a rough hole mass of one electron mass, η = −2.08 at 300 K. Then g = 0.111/0.118 = 0.94, a loss of 5.7 % from the lightly doped value. At this doping ionised impurities also scatter strongly; if they dominated, the same model would give a loss of only about 1.5 %. Both numbers understate the real effect: published fits for p-silicon put π44 at this doping about 20 to 25 % below the lightly doped value. Take 5.7 % as the degeneracy part within this model only, and use a coefficient measured at the actual doping for a design. Heating from 300 to 350 K lowers π44 by a further 13 % in this estimate. The factor 300/350 alone would give 14 %; the slight rise of g returns the rest. At constant supply voltage the output needs temperature compensation.

Q: Is the result believable for a manufactured sensor, then?

A: The dimensions, pressure and doping are typical of micromachined silicon sensors. Multiplying the 300 K output by the placement and depth factors and the model doping factor gives 122 mV; with a doping loss of 20 to 25 % instead, it gives about 100 mV. Such sensors give roughly 100 mV at full scale from a 5 V supply, so the size is right. The two assumptions they break most strongly at 300 K are that each resistor sits at a point on the edge, which costs the 18.5 % above, and that π44 keeps its lightly doped value, which costs a similar amount. Yielding of the clamped edge and stress from the package are not included.

Q: Can I at least quote 0.16 % as the sensor's nonlinearity?

A: No. That number belongs to the bridge denominator. The centre deflects by 0.62 µm, small beside 25 µm, but the membrane still stretches slightly. A rough estimate with immovable edges, taking the mean stretch along the centre line as equal in both directions, gives a stretching stress of 0.33 % of s_n. At the edge midpoint itself it is nearer 0.27 %, still larger than 0.16 %. It does not cancel in the bridge: an immovable edge keeps the strain parallel to it at zero, so at the edge midpoint the stretching stress is mainly normal to the edge and enters s_n − s_p. With pressure on the resistor side it raises the output, so it acts against the bridge term and the two partly offset.

The piezoresistance itself may also bend away from linearity. With rough deformation potentials of −2 and −5 eV, the stress splits the top of the valence band by 1.8 meV, which is 0.07 kT at 300 K. That ratio is a warning that terms quadratic in stress may matter; it is not their calculated size. The proportionality to π44(s_n − s_p) thus holds for small deflection, a splitting well below kT and a fixed temperature. The numerical output below lists most of the values used here.

Numbers as computed

```
p-Si pi11, pi12, pi44 = 7, -1, 138 1e-11/Pa
n-Si pi11, pi12, pi44 = -100, 53, -14 1e-11/Pa
pi_l, pi_t along [110] = 72.0, -66.0 1e-11/Pa
C11, C12, C44 = 166, 64, 80 GPa
Young modulus along [110] = 169.7 GPa
in-plane Poisson ratio for [110] = 0.0606
membrane side, thickness = 1000, 25 um
pressure = 100 kPa; supply = 5.0 V
centre deflection = 0.620 um
edge stress s_n = 51.06 MPa
edge stress s_n, finite differences = 51.04 MPa
edge stress s_p = 3.10 MPa
stress difference = 47.97 MPa
stress sum = 54.16 MPa
arm A change = +3.472 %
arm B change = -3.147 %
bridge output ratio V/Vs = 0.033043
linear law pi44*(s_n-s_p)/2 = 0.033097
bridge output = 165.21 mV
departure from linear law = -0.162 %
one active arm: output = 42.66 mV
one active arm: departure = -1.706 %
n-Si arm changes A, B = -1.608, -0.937 %
n-Si output = -17.00 mV
p-Si layout along [100]: output = +9.58 mV
Neglected effects:
resistor length, centre to edge = 40, 25 um
length and placement: output change = -18.5 %
junction depth = 1.0 um
junction depth: output change = -4.0 %
doping = 3.0e+18 cm^-3; hole mass = 1.0 m_e
reduced Fermi level at 300 K = -2.08
doping at 300 K: pi44 change = -5.7 %
heating 300 to 350 K: pi44 change = -13.3 %
resistor shape: output change = +0.91 %
S44 = 1.25 1e-11/Pa; S44/pi44 = 0.91 %
2 degree misalignment: output change = -0.46 %
stretching stress estimate = 0.170 MPa
stretching stress / s_n = 0.33 %
deformation potentials b, d = -2, -5 eV
valence-band splitting = 1.84 meV
splitting / kT at 300 K = 0.071
output with placement, depth, doping = 122.0 mV
```
